# Second-neighbour selection between L1_0 and A2B2 order on fcc: verification in Python

```python
"""
Result under test: on a rigid fcc lattice with equal numbers of A and B,
    E(A2B2) - E(L1_0) = -2*J2 per site,
so nearest-neighbour coupling J1 leaves the two structures degenerate, J2 < 0
selects L1_0 and J2 > 0 selects A2B2 (the global ground state for J2 < J1/2).
Symbols: spin +1 = A, -1 = B; J_n = (V_AA + V_BB - 2 V_AB)/4 for shell n,
each pair counted once; sites are (i,j,k)*a/2 with i+j+k even; wave vectors
are in units of 2*pi/a. Energies are in meV unless a label says otherwise.
"""
from itertools import product, combinations
import numpy as np
from scipy import constants
from scipy.linalg import qr
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)
J1, J2 = 30.0, 3.0
MEV = constants.e * 1e-3


def shell_vectors(norm2):
    return [v for v in product(range(-3, 4), repeat=3)
            if sum(v) % 2 == 0 and sum(c * c for c in v) == norm2]


shells = [shell_vectors(n) for n in (2, 4, 6, 8)]
assert [len(s) for s in shells] == [12, 6, 24, 12]

# Structures on a periodic block, zero at points that are not fcc sites
M = 8
I, J, K = np.indices((M, M, M))
site = (I + J + K) % 2 == 0
structures = {
    "L1_0": np.where(site, (-1) ** K, 0),
    "A2B2": np.where(site, np.array([1, 1, -1, -1])[(2 * I + J) % 4], 0),
    "L1_1": np.where(site, (-1) ** ((I + J + K) // 2), 0),
}
waves = {"L1_0": (0, 0, 1), "A2B2": (1, 0.5, 0), "L1_1": (0.5, 0.5, 0.5)}


def neighbour_field(spin, vectors):
    return sum(np.roll(spin, v, axis=(0, 1, 2)) for v in vectors)


def shell_sum(spin, vectors):
    return float((spin * neighbour_field(spin, vectors))[site].mean())


def wave_sum(q, vectors):
    return sum(np.cos(np.pi * np.dot(v, q)) for v in vectors)


sums = {}
for name, spin in structures.items():
    assert spin.sum() == 0
    sums[name] = [shell_sum(spin, s) for s in shells]
    for value, vectors in zip(sums[name], shells):
        assert abs(value - wave_sum(waves[name], vectors)) < 1e-10
        # every site must see the same signed sum
        assert np.allclose(neighbour_field(spin, vectors)[site],
                           value * spin[site])


def energy(name, j1, j2):
    return 0.5 * (j1 * sums[name][0] + j2 * sums[name][1])


for j2 in (-3.0, 0.0, 3.0, 20.0):
    assert abs(energy("L1_0", J1, j2) - (-2 * J1 + 3 * j2)) < 1e-10
    assert abs(energy("A2B2", J1, j2) - (-2 * J1 + j2)) < 1e-10
    assert abs(energy("L1_1", J1, j2) - (-3 * j2)) < 1e-10


# Direct count of AA, BB and AB bonds with explicit pair energies
def bond_energy(spin, pair_tables):
    total = 0.0
    for vectors, (vaa, vbb, vab) in zip(shells, pair_tables):
        for v in vectors:
            other = np.roll(spin, v, axis=(0, 1, 2))[site]
            here = spin[site]
            pair = np.where(here != other, vab, np.where(here == 1, vaa, vbb))
            total += 0.5 * pair.mean()
    return total


first_pairs = (-300.0, -340.0, -380.0)
bond_gaps = {}
for vab2 in (-18.0, -24.0, -30.0):
    second_pairs = (-20.0, -28.0, vab2)
    j2 = (second_pairs[0] + second_pairs[1] - 2 * vab2) / 4
    tables = (first_pairs, second_pairs)
    gap = (bond_energy(structures["A2B2"], tables)
           - bond_energy(structures["L1_0"], tables))
    assert abs(gap + 2 * j2) < 1e-9
    bond_gaps[j2] = gap
assert abs((first_pairs[0] + first_pairs[1] - 2 * first_pairs[2]) / 4 - J1) < 1e-12

# Arbitrary signs of the (010) planes: J1 energy fixed, J2 sees planes j, j+2
plane_spread = 0.0
for _ in range(20):
    tau = rng.choice([-1, 1], size=M)
    spin = np.where(site, tau[J] * (-1) ** K, 0)
    s1, s2 = shell_sum(spin, shells[0]), shell_sum(spin, shells[1])
    plane_spread = max(plane_spread, abs(0.5 * J1 * s1 + 2 * J1))
    correlation = np.mean(tau * np.roll(tau, -2))
    assert abs(0.5 * (J1 * s1 + J2 * s2)
               - (-2 * J1 + 2 * J2 + J2 * correlation)) < 1e-10
assert plane_spread < 1e-10
for name, expected in (("L1_0", 1), ("A2B2", -1)):
    tau_field = structures[name] * (-1) ** K
    shifted = np.roll(tau_field, -2, axis=1)
    assert np.all((tau_field * shifted)[site] == expected)

# Closed form of J(q), then its minimum on a mesh of wave vectors
for q in rng.uniform(-1, 1, (30, 3)):
    x, y, z = np.cos(np.pi * q)
    closed = (4 * J1 * (x*y + y*z + z*x)
              + 2 * J2 * (2 * (x*x + y*y + z*z) - 3))
    direct = J1 * wave_sum(q, shells[0]) + J2 * wave_sum(q, shells[1])
    assert abs(closed - direct) < 1e-9
mesh = np.linspace(0, 1, 41)
H = np.stack(np.meshgrid(mesh, mesh, mesh, indexing="ij"), -1).reshape(-1, 3)
H = np.vstack([H, rng.uniform(-1, 1, (20000, 3))])
mesh_sums = [sum(np.cos(np.pi * (H @ np.array(v))) for v in s)
             for s in shells[:2]]
scan = {}
for j2 in (-12.0, -3.0, 3.0, 12.0, 18.0, 30.0):
    scan[j2] = 0.5 * np.min(J1 * mesh_sums[0] + j2 * mesh_sums[1])
    winner = "L1_0" if j2 < 0 else ("A2B2" if j2 < J1 / 2 else "L1_1")
    assert abs(scan[j2] - energy(winner, J1, j2)) < 1e-9


# Exhaustive enumeration in a cell of size a x 2a x 2a
def cell_matrices(periods):
    sites = [p for p in product(*(range(n) for n in periods)) if sum(p) % 2 == 0]
    index = {p: n for n, p in enumerate(sites)}
    matrices = []
    for vectors in shells[:2]:
        matrix = np.zeros((len(sites), len(sites)))
        for p in sites:
            for v in vectors:
                target = tuple((a + b) % n for a, b, n in zip(p, v, periods))
                matrix[index[p], index[target]] += 1
        matrices.append(matrix)
    return np.array(sites), matrices


cell_sites, cell_J = cell_matrices((2, 4, 4))
n_cell = len(cell_sites)
bits = (np.arange(2 ** n_cell)[:, None] >> np.arange(n_cell)) & 1
configs = 2.0 * bits - 1
cell_sums = [np.sum((configs @ m) * configs, axis=1) / n_cell for m in cell_J]
enumeration = {}
for j2 in (-J2, 0.0, J2):
    levels = 0.5 * (J1 * cell_sums[0] + j2 * cell_sums[1])
    enumeration[j2] = (levels.min(), int(np.sum(levels < levels.min() + 1e-8)))
    winner = "L1_0" if j2 < 0 else "A2B2"
    assert abs(levels.min() - energy(winner, J1, j2)) < 1e-9
assert enumeration[-J2][1] == 6      # three axes, two signs
assert enumeration[J2][1] == 8       # two of three axes fit, four phases
assert enumeration[0.0][1] >= 30     # at least all plane sequences that fit

# All +-1 patterns made only of W waves, in a cubic cell of edge 2a
big_sites, big_J = cell_matrices((4, 4, 4))
n_big = len(big_sites)
columns = []
for q in ((1, 0.5, 0), (0, 1, 0.5), (0.5, 0, 1)):
    phase = np.pi * big_sites @ np.array(q)
    columns += [np.cos(phase), np.sin(phase)]
W = np.array(columns).T
assert np.linalg.matrix_rank(W) == 6
rows = qr(W.T, pivoting=True)[2][:6]
w_states = 0
for signs in product((-1, 1), repeat=6):
    pattern = W @ np.linalg.solve(W[rows], np.array(signs, float))
    w_states += bool(np.allclose(np.abs(pattern), 1, atol=1e-8))
assert w_states == 12

# Farther shells: change of the gap per unit J_n
weights = [0.5 * (b - a) for a, b in zip(sums["L1_0"], sums["A2B2"])]
assert np.allclose(weights, [0, -2, 8, -8])
J3_reverse = -weights[1] * J2 / weights[2]
J4_reverse = -weights[1] * J2 / weights[3]

# Thermal gain from one and two wrong atoms in a 32-site cell, J2 > 0
T = 300.0
kT = constants.k * T / MEV
coupling = J1 * big_J[0] + J2 * big_J[1]
flip_cost, thermal_gain = {}, {}
for name in ("L1_0", "A2B2"):
    base = np.array([structures[name][tuple(p)] for p in big_sites], float)
    trials = []
    for number in (1, 2):
        for chosen in combinations(range(n_big), number):
            trial = base.copy()
            trial[list(chosen)] *= -1
            trials.append(trial)
    trials = np.array(trials)
    cost = (0.5 * np.sum((trials @ coupling) * trials, axis=1)
            - 0.5 * base @ coupling @ base)
    expected = -2 * (J1 * sums[name][0] + J2 * sums[name][1])
    assert np.allclose(cost[:n_big], expected)
    flip_cost[name] = cost[0]
    log_z = np.log1p(np.sum(np.exp(-cost / kT))) / n_big
    # isolated flips dominate; bound neighbouring pairs add a smaller part
    assert abs(log_z / np.exp(-cost[0] / kT) - 1) < 0.25
    thermal_gain[name] = kT * log_z

# Tetragonal relaxation of L1_0 with rough Cu-Au-like numbers
a_nm, c_over_a, C11, C12 = 0.39, 0.93, 180.0, 140.0
strain = (c_over_a - 1) / (1 + c_over_a / 2)
volume = (a_nm * 1e-9) ** 3 / 4
stiffness = np.full((3, 3), C12) + (C11 - C12) * np.eye(3)


def elastic(e):
    vector = np.array([-e / 2, -e / 2, e])
    return 0.5 * vector @ stiffness @ vector * 1e9 * volume / MEV


step = 1e-4
drive = (elastic(strain + step) - elastic(strain - step)) / (2 * step)
relaxed = minimize_scalar(lambda e: elastic(e) - drive * e,
                          bracket=(-0.1, 0.1))
relaxation = -relaxed.fun
formula = 0.75 * (C11 - C12) * 1e9 * strain ** 2 * volume / MEV
assert abs(relaxed.x - strain) < 1e-5
assert abs(relaxation / formula - 1) < 1e-6

print(f"J1 = {J1:.1f} meV, |J2| = {J2:.1f} meV")
for name in structures:
    print(f"{name}: signed sums, shells 1-4 = "
          + ", ".join(f"{v + 0.0:.0f}" for v in np.round(sums[name], 8)))
for j2 in (-J2, 0.0, J2):
    print(f"J2 = {j2:+.1f} meV: E(L1_0) = {energy('L1_0', J1, j2):.2f}, "
          f"E(A2B2) = {energy('A2B2', J1, j2):.2f} meV/site")
    print(f"  gap A2B2 - L1_0 from bond count = "
          f"{round(bond_gaps[j2], 8) + 0.0:.2f} meV/site")
    print(f"  16-site enumeration: minimum = {enumeration[j2][0]:.2f} meV/site, "
          f"number of ground states = {enumeration[j2][1]}")
print(f"configurations enumerated = {len(configs)}")
print(f"two-valued patterns made of W waves = {w_states}")
print(f"random plane sequences: largest J1 energy change = "
      f"{plane_spread:.1e} meV/site")
for j2, value in scan.items():
    print(f"wave-vector scan, J2 = {j2:+.0f} meV: lower bound = "
          f"{value:.2f} meV/site")
print(f"L1_1 takes over above J2 = J1/2 = {J1 / 2:.1f} meV")
gap_size = abs(energy("A2B2", J1, J2) - energy("L1_0", J1, J2))
print(f"gap size = {gap_size:.2f} meV/site = "
      f"{gap_size * MEV * constants.N_A / 1000:.3f} kJ/mol of sites")
print("gap change per unit J1, J2, J3, J4 = "
      + ", ".join(f"{w + 0.0:.0f}" for w in np.round(weights, 8)))
print(f"for J2 = +3 meV the gap vanishes at J3 = {J3_reverse:.2f} meV "
      f"(J4 = 0) or J4 = {J4_reverse:.2f} meV (J3 = 0)")
print(f"temperature = {T:.0f} K, kT = {kT:.2f} meV")
for name in ("L1_0", "A2B2"):
    print(f"{name}, J2 = +3 meV: one wrong atom costs {flip_cost[name]:.1f} meV, "
          f"thermal gain = {thermal_gain[name]:.4f} meV/site")
print(f"rough inputs: a = {a_nm:.2f} nm, c/a = {c_over_a:.2f}, "
      f"C11 = {C11:.0f} GPa, C12 = {C12:.0f} GPa")
print(f"axial strain at constant volume = {strain:.4f}")
print(f"volume per site = {volume * 1e27:.5f} nm^3")
print(f"rough L1_0 relaxation gain = {relaxation:.1f} meV/site")
print(f"relaxation gain / J2 gap = {relaxation / gap_size:.2f}")
print("checks complete")
```

Printed output:

```
J1 = 30.0 meV, |J2| = 3.0 meV
L1_0: signed sums, shells 1-4 = -4, 6, -8, 12
A2B2: signed sums, shells 1-4 = -4, 2, 8, -4
L1_1: signed sums, shells 1-4 = 0, -6, 0, 12
J2 = -3.0 meV: E(L1_0) = -69.00, E(A2B2) = -63.00 meV/site
  gap A2B2 - L1_0 from bond count = 6.00 meV/site
  16-site enumeration: minimum = -69.00 meV/site, number of ground states = 6
J2 = +0.0 meV: E(L1_0) = -60.00, E(A2B2) = -60.00 meV/site
  gap A2B2 - L1_0 from bond count = 0.00 meV/site
  16-site enumeration: minimum = -60.00 meV/site, number of ground states = 30
J2 = +3.0 meV: E(L1_0) = -51.00, E(A2B2) = -57.00 meV/site
  gap A2B2 - L1_0 from bond count = -6.00 meV/site
  16-site enumeration: minimum = -57.00 meV/site, number of ground states = 8
configurations enumerated = 65536
two-valued patterns made of W waves = 12
random plane sequences: largest J1 energy change = 0.0e+00 meV/site
wave-vector scan, J2 = -12 meV: lower bound = -96.00 meV/site
wave-vector scan, J2 = -3 meV: lower bound = -69.00 meV/site
wave-vector scan, J2 = +3 meV: lower bound = -57.00 meV/site
wave-vector scan, J2 = +12 meV: lower bound = -48.00 meV/site
wave-vector scan, J2 = +18 meV: lower bound = -54.00 meV/site
wave-vector scan, J2 = +30 meV: lower bound = -90.00 meV/site
L1_1 takes over above J2 = J1/2 = 15.0 meV
gap size = 6.00 meV/site = 0.579 kJ/mol of sites
gap change per unit J1, J2, J3, J4 = 0, -2, 8, -8
for J2 = +3 meV the gap vanishes at J3 = 0.75 meV (J4 = 0) or J4 = -0.75 meV (J3 = 0)
temperature = 300 K, kT = 25.85 meV
L1_0, J2 = +3 meV: one wrong atom costs 204.0 meV, thermal gain = 0.0111 meV/site
A2B2, J2 = +3 meV: one wrong atom costs 228.0 meV, thermal gain = 0.0041 meV/site
rough inputs: a = 0.39 nm, c/a = 0.93, C11 = 180 GPa, C12 = 140 GPa
axial strain at constant volume = -0.0478
volume per site = 0.01483 nm^3
rough L1_0 relaxation gain = 6.3 meV/site
relaxation gain / J2 gap = 1.06
checks complete
```
